\section*{Low-Field Hall Factors from Energy-Dependent Relaxation Times}

\section{From a voltage to a density}

Q: A Hall measurement gives a transverse field, a current density and a magnetic field. Why can I not get the carrier density from these without knowing how the carriers scatter?

A: You can if all carriers drift at one velocity $v_x$. Let $\mathbf B$ lie along $z$, the current along $x$, and let no current flow along $y$. The force is $q(\mathbf F+\mathbf v\times\mathbf B)$, with $\mathbf F$ the electric field. Its $y$ component vanishes when $F_y=v_xB$. Since $J_x=nqv_x$,
\begin{equation}
R_H\equiv\frac{F_y}{J_xB}=\frac{1}{nq}.
\end{equation}
If carriers of different energy drift differently, one field $F_y$ cannot balance the magnetic force on each of them. It can cancel their total transverse current, and that sum depends on scattering. The Hall factor $r\equiv nqR_H$ measures the difference.

Q: Which model do you use to find it?

A: One isotropic parabolic band, $E=k^2/2m$, in a uniform steady state, with classical orbits and elastic scattering that depends only on energy and scattering angle. I use atomic units and write $T$ for the thermal energy $k_BT$. To first order in $\mathbf F$, the distribution is $f_0(E)+f_1$. The magnetic force does not act on $f_0$, because $\nabla_kf_0=f_0'\mathbf v$ and $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. The Boltzmann equation is then
\begin{equation}
qf_0'\,\mathbf F\cdot\mathbf v+q(\mathbf v\times\mathbf B)\cdot\nabla_kf_1
=-\!\int\! d\Omega'\,W(E,\theta)\,[f_1(\mathbf k)-f_1(\mathbf k')],
\label{boltz}
\end{equation}
where $W$ is the scattering rate per unit solid angle.

\section{Does a relaxation time exist?}

Q: The right side is an integral over angles. Impurities scatter mostly forwards, so why should one time describe it?

A: Try $f_1=(-f_0')\,\mathbf v\cdot\mathbf A(E)$. Elastic scattering leaves $f_0'$ and $\mathbf A$ unchanged, so the integral acts on $\mathbf v$ alone. At fixed $\theta$, the part of $\mathbf v'$ perpendicular to $\mathbf v$ averages to zero over the azimuth, leaving $\mathbf v\cos\theta$. Therefore
\begin{equation}
\int d\Omega'\,W(\mathbf v-\mathbf v')=\frac{\mathbf v}{\tau},\qquad
\frac1\tau=\int d\Omega'\,W(E,\theta)(1-\cos\theta).
\label{tau}
\end{equation}
Forward scattering is allowed; it merely counts little.

Q: But $\mathbf A$ depends on energy, and the magnetic term differentiates it.

A: The gradient of any function of energy points along $\mathbf v$, and its product with $\mathbf v\times\mathbf B$ vanishes. Only the explicit $\mathbf v=\mathbf k/m$ is differentiated, giving $(q/m)(-f_0')(\mathbf v\times\mathbf B)\cdot\mathbf A$. The triple product equals $\mathbf v\cdot(\mathbf B\times\mathbf A)$. Dividing (\ref{boltz}) by $-f_0'$ gives
\begin{equation}
-q\mathbf v\cdot\mathbf F+\frac qm\mathbf v\cdot(\mathbf B\times\mathbf A)=-\frac{\mathbf v\cdot\mathbf A}{\tau}.
\end{equation}
This holds for every direction of $\mathbf v$, so $\mathbf A=q\tau\mathbf F+(q\tau/m)\mathbf A\times\mathbf B$. With $\omega=qB/m$,
\begin{equation}
A_x=q\tau F_x+\omega\tau A_y,\qquad A_y=q\tau F_y-\omega\tau A_x.
\end{equation}
Substituting each equation into the other yields
\begin{equation}
A_x=\frac{q\tau F_x+q\omega\tau^2F_y}{1+\omega^2\tau^2},\qquad
A_y=\frac{q\tau F_y-q\omega\tau^2F_x}{1+\omega^2\tau^2}.
\end{equation}
The trial form thus solves the equation; it is not an extra approximation.

\section{The Hall factor}

Q: How do the separate energies combine into a current?

A: Let $g(E)=CE^{1/2}$ be the density of states with both spins. The angular average of $v_iv_j$ is $v^2\delta_{ij}/3$, so
\begin{equation}
\mathbf J=q\int dE\,g(E)\frac{v^2}{3}(-f_0')\mathbf A(E).
\end{equation}
With $v^2=2E/m$, integration by parts fixes the total weight:
\begin{equation}
\frac{2C}{3m}\int_0^\infty E^{3/2}(-f_0')dE
=\frac{C}{m}\int_0^\infty E^{1/2}f_0\,dE=\frac nm.
\end{equation}
The boundary term is zero at both ends. Let $\langle\cdot\rangle$ be the normalised average with weight $E^{3/2}(-f_0')$, and define
\begin{equation}
S_1=\left\langle\frac{\tau}{1+\omega^2\tau^2}\right\rangle,\qquad
S_2=\left\langle\frac{\tau^2}{1+\omega^2\tau^2}\right\rangle .
\end{equation}
Then $\sigma_{xx}=\sigma_{yy}=(nq^2/m)S_1$ and $\sigma_{xy}=-\sigma_{yx}=(nq^2/m)\omega S_2$.

Q: Now impose zero transverse current.

A: $J_y=-\sigma_{xy}F_x+\sigma_{xx}F_y=0$ gives $F_x=\sigma_{xx}F_y/\sigma_{xy}$. Hence $J_x=\sigma_{xx}F_x+\sigma_{xy}F_y=F_y(\sigma_{xx}^2+\sigma_{xy}^2)/\sigma_{xy}$, and
\begin{equation}
R_H=\frac{\sigma_{xy}}{B(\sigma_{xx}^2+\sigma_{xy}^2)},\qquad
r(B)=\frac{S_2}{S_1^2+\omega^2S_2^2}.
\label{rb}
\end{equation}
The second form uses $m\omega/(qB)=1$. At vanishing field,
\begin{equation}
r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}
=1+\frac{\langle(\tau-\langle\tau\rangle)^2\rangle}{\langle\tau\rangle^2}\ge1.
\label{r}
\end{equation}
The drift current contains one factor of $\tau$ and the transverse deflection a second. A spread in $\tau$ therefore raises $r$, whether $\tau$ grows or falls with energy. The drift mobility is $\mu=|q|\langle\tau\rangle/m$, the Hall mobility $|R_H|\sigma_{xx}=r\mu$, and the apparent density $n_H=1/|qR_H|=n/r$.

Q: Has the angular argument been checked without assuming its result?

A: Yes. The kinetic equation was solved on a grid of directions, with the full screened-Coulomb kernel and the magnetic rotation but no assumed form of $f_1$. For moderate screening and $\omega\tau=0.3$ at $E=T$, it gives $r(B)=1.0838$, in agreement with (\ref{rb}).

\section{Acoustic phonons}

Q: What fixes the energy dependence for phonons?

A: Take a longitudinal mode with $\omega_q=c_sq$ and a band-edge shift $D\,\nabla\cdot\mathbf u$. With mass density $\rho$, the squared matrix element times the volume, summed over absorption and emission, is
\begin{equation}
\frac{D^2q^2}{2\rho\omega_q}(2N_q+1)\simeq
\frac{D^2q^2}{2\rho\omega_q}\frac{2T}{\omega_q}=\frac{D^2T}{c_l},
\qquad c_l=\rho c_s^2.
\end{equation}
The approximation requires $\omega_q\ll T$. The wave vector cancels, so scattering is isotropic. I also neglect $\omega_q$ in energy conservation, which fails for the slowest carriers. The golden rule gives
\begin{equation}
\frac1\tau=2\pi\frac{D^2T}{c_l}\int\frac{d^3k'}{(2\pi)^3}(1-\cos\theta)\,\delta(E-E').
\end{equation}
The radial integral $\int k'^2dk'\,\delta(E-E')$ equals $mk$, and the angular one equals $4\pi$. Thus
\begin{equation}
\frac1\tau=2\pi\frac{D^2T}{c_l}\,\frac{4\pi mk}{8\pi^3}=\frac{D^2Tmk}{\pi c_l}\propto E^{1/2}.
\end{equation}
Faster carriers find more final states and relax sooner.

Q: And the average?

A: For a nondegenerate gas $-f_0'\propto e^{-\varepsilon}$, with $\varepsilon=E/T$. If $\tau=\tau_0\varepsilon^s$,
\begin{equation}
\langle\tau^p\rangle=\tau_0^p\frac{\Gamma(5/2+ps)}{\Gamma(5/2)},\qquad
r=\frac{\Gamma(5/2+2s)\Gamma(5/2)}{\Gamma(5/2+s)^2},
\label{gamma}
\end{equation}
provided $5/2+2s>0$. Here $s=-1/2$, so
\begin{equation}
r=\frac{\Gamma(3/2)\Gamma(5/2)}{\Gamma(2)^2}
=\frac{\sqrt\pi}{2}\cdot\frac{3\sqrt\pi}{4}=\frac{3\pi}{8}\simeq1.18.
\end{equation}

\section{Ionised impurities}

Q: A Coulomb potential has long range. Does its transport rate even converge?

A: With screening it does. Mobile carriers of density $n$ respond to a weak potential $\phi$ by $\delta n=-nq\phi/T$. Poisson's equation then gives $\nabla^2\phi=\beta^2\phi$ away from the impurity, with $\beta^2=4\pi n/(\kappa T)$ and $\kappa$ the dielectric constant. A singly charged impurity has $|V(Q)|=4\pi/[\kappa(Q^2+\beta^2)]$ at momentum transfer $Q^2=2k^2x$, where $x=1-\cos\theta$. For $N$ independent impurities per volume, in the Born approximation,
\begin{align}
\frac1\tau&=2\pi N\frac{2\pi mk}{8\pi^3}\int_0^2
\frac{x\,(4\pi/\kappa)^2dx}{(2k^2x+\beta^2)^2}
=\frac{8\pi Nmk}{\kappa^2}I.
\end{align}
Put $y=2k^2x+\beta^2$ and $b=4k^2/\beta^2$:
\begin{equation}
I=\frac1{4k^4}\int_{\beta^2}^{\beta^2+4k^2}\!\left(\frac1y-\frac{\beta^2}{y^2}\right)dy
=\frac{L(b)}{4k^4},
\end{equation}
where $L(b)=\ln(1+b)-b/(1+b)$. Using $k^3=(2mE)^{3/2}$,
\begin{equation}
\frac1\tau=\frac{2\pi NmL}{\kappa^2k^3}=\frac{\pi N\,L(b)}{\kappa^2\sqrt{2m}\,E^{3/2}}.
\label{bh}
\end{equation}
Fast carriers are deflected less. If $L$ is held constant, $s=3/2$, and (\ref{gamma}) gives
\begin{equation}
r=\frac{\Gamma(11/2)\Gamma(5/2)}{\Gamma(4)^2}
=\frac{(945\sqrt\pi/32)(3\sqrt\pi/4)}{36}=\frac{315\pi}{512}\simeq1.93.
\end{equation}

Q: But $b$ is proportional to energy. You have held constant something that varies.

A: Yes, and the value 1.93 is therefore a limit. For weak screening, $L\simeq\Lambda+\ln\varepsilon$, with $\Lambda=\ln b(T)-1$ and $b(T)$ the value at $E=T$. To first order in $1/\Lambda$, $\tau\propto\varepsilon^{3/2}(1-\ln\varepsilon/\Lambda)$. A factor $\ln\varepsilon$ under a gamma integral produces $\Gamma'=\psi\Gamma$, so $\langle\tau^2\rangle$ gains the factor $1-2\psi(11/2)/\Lambda$ and $\langle\tau\rangle^2$ the factor $1-2\psi(4)/\Lambda$. Their ratio gives
\begin{equation}
r\simeq\frac{315\pi}{512}\left[1-\frac{2\psi(11/2)-2\psi(4)}{\Lambda}\right]
=\frac{315\pi}{512}\left[1-\frac{0.710}{\Lambda}\right].
\label{log}
\end{equation}
The approach is slow. Averages with the full $L$ give $r=1.75$ at $b(T)=10^3$ and still only 1.88 at $10^{12}$.

Q: What if screening is strong?

A: For $b\ll1$, $\ln(1+b)\simeq b-b^2/2$ and $b/(1+b)\simeq b-b^2$, so $L\simeq b^2/2\propto E^2$. Equation (\ref{bh}) then gives $1/\tau\propto E^{1/2}$, and $r$ returns to $3\pi/8$. A short-range potential scatters isotropically, as the phonons do. This is a formal limit of (\ref{bh}). With the screening used here, $b(T)\,n/N_c=2\sqrt\pi\,k\kappa/m$ at $E=T$, where $N_c=2(mT/2\pi)^{3/2}$ is the effective density of states. A nondegenerate gas reaches $b\ll1$ only when $k\kappa/m\ll1$, where the Born approximation fails; for the sample below, $b(T)=1$ would already need $n=3.6N_c$. The word ``impurity'' alone does not fix a Hall factor.

\section{How low is a low field?}

Q: You let $B$ vanish. My magnet does not.

A: Write $M_p=\langle\tau^p\rangle$. To order $\omega^2$, $S_1=M_1-\omega^2M_3$ and $S_2=M_2-\omega^2M_4$. In (\ref{rb}) the denominator becomes $M_1^2-2\omega^2M_1M_3+\omega^2M_2^2$. Expanding the quotient and using $(\mu B)^2=\omega^2M_1^2$,
\begin{equation}
r(B)\simeq r\,[1-c(\mu B)^2],\quad
c=\frac1{M_1^2}\left[\frac{M_4}{M_2}-\frac{2M_3}{M_1}+\frac{M_2^2}{M_1^2}\right].
\end{equation}
For acoustic scattering $M_4/M_2=2\tau_0^2$ and $M_3/M_1=\tau_0^2$. The first two terms cancel and $c=r^2=1.39$. For the constant-logarithm impurity law, $c=5.12$. This leading term alone would put a one per cent relative drop in $r$ at $\mu B=0.1/\sqrt c$, which is 0.085 and 0.044 respectively. The full expression (\ref{rb}) puts it at 0.11 and 0.0465. The acoustic estimate is the poorer one because the slowest carriers have very long $\tau$, which makes the next correction of order $|B|^3$ rather than $B^4$. That order belongs to the elastic power law; once the phonon energy is kept, absorption stops $\tau$ from growing when $E$ falls to about $mc_s^2$. For either pure law the condition $\mu B<1$ is thus not strict enough. A narrower spread of $\tau$ relaxes it: for the mixed sample below the one per cent drop comes at $\mu B=0.66$.

Q: Then what happens at high field?

A: When $|\omega|\tau\gg1$ for nearly all carriers, $S_2\to1/\omega^2$ and $S_1\to\langle1/\tau\rangle/\omega^2$. Equation (\ref{rb}) gives $r\to1$ for both power laws, since $\langle1/\tau\rangle$ is finite. Each carrier then drifts across the crossed fields at a velocity independent of its scattering time. A high-field measurement gives $n$ directly, if the orbits remain classical.

\section{A sample with both mechanisms}

Q: Show me the size of the error in a measured density.

A: Take $m=0.25$, $T=0.025$~eV, $\kappa=12$, $D=10$~eV, $c_l=1$~eV\,\AA$^{-3}$ and $n=N=10^{-8}$~\AA$^{-3}$. These are round model parameters. The two rates add at each energy, and the impurity rate keeps its full logarithm. The low-field results are:

\begin{center}
\begin{tabular}{lccc}
Scattering & $\mu$ ($e$\,\AA$^2/\hbar$) & $r$ & $n_H$ (\AA$^{-3}$)\\
acoustic & $2.17\times10^4$ & 1.18 & $0.85\times10^{-8}$\\
impurity & $4.27\times10^5$ & 1.76 & $0.57\times10^{-8}$\\
both & $1.81\times10^4$ & 1.04 & $0.96\times10^{-8}$
\end{tabular}
\end{center}

With both mechanisms, $n_H=10^{-8}/1.04=0.96\times10^{-8}$~\AA$^{-3}$, about 4\% below the true density. The Hall mobility is $1.04\times1.81\times10^4=1.88\times10^4\,e$\,\AA$^2/\hbar$, or about 2850~cm$^2$\,V$^{-1}$s$^{-1}$.

Q: The combined factor lies below both separate factors. Should it not lie between them?

A: No, because $r$ measures the spread of the combined $\tau$. One time falls with energy and the other rises. For the pure power laws the total rate is proportional to $\varepsilon^{1/2}+X\varepsilon^{-3/2}$, where $X$ is the impurity-to-acoustic rate ratio at $E=T$. Setting its derivative to zero gives $\varepsilon^2=3X$. There $\tau$ has a maximum and varies little nearby. The smallest Hall factor found in a scan over $X$ is 1.03, near $X=0.65$. This places the maximum at $\varepsilon=\sqrt{3X}\simeq1.4$, close to the peak of the weight $\varepsilon^{3/2}e^{-\varepsilon}$ at 1.5. In the sample $X=2.68\times10^{-4}/(1.057\times10^{-3})=0.25$, using the two values of $\hbar/\tau$ in eV.

Q: So correcting the density by the acoustic factor could make it worse?

A: Here it does. Multiplying $n_H$ by 1.18 gives $1.13\times10^{-8}$~\AA$^{-3}$, 13\% above the true density, while no correction leaves it 4\% low. The factor 1.93 would give $1.86\times10^{-8}$~\AA$^{-3}$.

Q: Could I at least add inverse mobilities?

A: That gives $10^4/(1/2.168+1/42.72)=2.06\times10^4\,e$\,\AA$^2/\hbar$, 14\% above the combined value in the table. The sign is general for rates that add at each energy: $\tau_a\tau_i/(\tau_a+\tau_i)$ is a concave function of the two times, so its average cannot exceed its value at the average times.

Q: Which fields would suit this sample?

A: At $eB/\hbar=10^{-6}$~\AA$^{-2}$, about 0.066~T, the combined $\mu B$ is 0.018 and $r$ is unchanged at the digits shown. With impurities alone $\mu B$ would be 0.43, and $r$ would already have fallen from 1.76 to 1.50. For the combined case, $\mu B=1$ needs $10^{-6}/0.0181=5.5\times10^{-5}$~\AA$^{-2}$, about 3.6~T; the high-field limit lies well above that.

\section{Where the numbers stop being reliable}

Q: Which assumption worries you most here?

A: The Born treatment of impurities. Its parameter $1/(ka^*)$, with $a^*=\kappa/m$, is 0.97 at $E=T$ and should be small. Screening is also marginal: a sphere with the screening length of 407~\AA\ as radius holds $(4\pi/3)(407)^3\times10^{-8}\simeq2.8$ carriers, few for a smooth linear response. The impurity entries are results of this model, not precise predictions. Even within it $b(T)=1088$, so $\Lambda=5.99$, and (\ref{log}) gives $1.933(1-0.119)=1.70$ against 1.76 from the full average.

The model keeps only longitudinal acoustic phonons; in real semiconductors at this temperature optical and intervalley phonons also scatter, inelastically, and change $r$. The assumptions made for the acoustic branch itself are better founded. With $\hbar c_s=0.03$~eV\,\AA, the largest phonon energy at $E=T$, which is $2kc_s$, is 0.097 of $T$, and summing over phonons with the full Bose occupation, still elastically, changes the rate there by less than 0.2\%. The density is 0.0034 of the effective density of states, so the gas is nondegenerate.

Q: And if I dope until it is degenerate?

A: The weight $-f_0'$ is centred on the chemical potential $\eta T$. For $\eta\gg1$ its variance in $\varepsilon$ tends to the constant $\pi^2/3$, so it becomes narrow compared with $\eta$ itself. Over that width $\tau$ changes nearly linearly, with relative slope $s/\eta$. Equation (\ref{r}) then gives
\begin{equation}
r-1\simeq\frac{\pi^2s^2}{3\eta^2},\qquad\eta\gg1.
\end{equation}
Scattering still sets the mobility, but almost all current-carrying electrons share one relaxation time, and the Hall density approaches the true one. This relies on the isotropic parabolic band. With several valleys of anisotropic mass, the band shape enters $R_H$ as well, and (\ref{r}) must be derived anew. The numerical output lists most of the values used here to more digits.

\section*{Calculated quantities}
\begin{verbatim}
mass 0.25 m_e; dielectric constant 12.0
kT 0.025 eV; deformation potential 10.0 eV
elastic constant 1.0 eV/A^3; hbar*sound speed 0.03 eV A
carrier density = impurity density 1.0e-08 A^-3
r acoustic law 1.17810; r impurity law 1.93282
r acoustic, direct kinetic solution 1.17810
r screened b=1, omega*tau(kT)=0.3: direct 1.08376
same from relaxation-time formula 1.08376
acoustic law: <tau>/tau0 0.7523, <tau^2>/tau0^2 0.6667
acoustic law: field coefficient c 1.388, mu*B for 1% drop 0.0849
impurity law: <tau>/tau0 4.5135, <tau^2>/tau0^2 39.3750
impurity law: field coefficient c 5.116, mu*B for 1% drop 0.0442
logarithm slope 2(psi(11/2)-psi(4)) 0.7100
r screened impurity, b(kT)=1e+01: 1.4998
r screened impurity, b(kT)=1e+03: 1.7537
r screened impurity, b(kT)=1e+06: 1.8389
r screened impurity, b(kT)=1e+12: 1.8846
minimum r of mixed power laws 1.0293
at impurity/acoustic rate ratio (E=kT) 0.657
thermal wave number 0.04050 A^-1
screening length 407.2 A
b at E=kT 1087.9; L(b) 5.9938
density / effective density of states 0.00335
largest phonon energy at E=kT / kT 0.0972
Coulomb parameter 1/(k a*) at E=kT 0.972
acoustic hbar/tau at E=kT 1.0574e-03 eV
impurity hbar/tau at E=kT 2.6778e-04 eV
acoustic: drift mobility 2.1683e+04 e A^2/hbar = 3294 cm^2/(V s)
acoustic: Hall mobility 2.5545e+04 e A^2/hbar = 3881 cm^2/(V s)
acoustic: r 1.1781, apparent density 8.4883e-09 A^-3
impurity: drift mobility 4.2724e+05 e A^2/hbar = 64910 cm^2/(V s)
impurity: Hall mobility 7.5010e+05 e A^2/hbar = 113961 cm^2/(V s)
impurity: r 1.7557, apparent density 5.6958e-09 A^-3
combined: drift mobility 1.8050e+04 e A^2/hbar = 2742 cm^2/(V s)
combined: Hall mobility 1.8776e+04 e A^2/hbar = 2853 cm^2/(V s)
combined: r 1.0402, apparent density 9.6135e-09 A^-3
field eB/hbar 1e-07 A^-2 = 0.00658 T
  acoustic: mu*B 0.0022, r(B) 1.1781
  impurity: mu*B 0.0427, r(B) 1.7458
  combined: mu*B 0.0018, r(B) 1.0402
field eB/hbar 1e-06 A^-2 = 0.06582 T
  acoustic: mu*B 0.0217, r(B) 1.1774
  impurity: mu*B 0.4272, r(B) 1.4960
  combined: mu*B 0.0181, r(B) 1.0402
\end{verbatim}
